# The energy gradient and its sampling noise in variational Monte Carlo, part 2

Variational Monte Carlo must estimate the gradient of the energy $E(p)=\langle E_L\rangle$ from random points. Rydberg atomic units are used (Ry, bohr), with $H=-\nabla^2+V$. The trial function $\psi(\mathbf R;p)$ is unnormalized and real unless stated otherwise; $\psi_p=\partial\psi/\partial p$ and

$$N=\int\psi^2,\qquad \langle f\rangle=\frac1N\int\psi^2 f,\qquad E_L=\frac{H\psi}{\psi},\qquad O=\frac{\psi_p}{\psi}=\frac{\partial\ln|\psi|}{\partial p},\qquad D=\frac{\partial E_L}{\partial p}. \tag{1}$$

For discrete configurations $n$, sums replace integrals. Differentiation gives

$$D=\frac{H\psi_p}{\psi}-\frac{\psi_p\,H\psi}{\psi^2}=\frac{H\psi_p}{\psi}-O\,E_L, \tag{4}$$

$$\frac{dE}{dp}=\langle D\rangle+2\left[\langle E_LO\rangle-\langle E_L\rangle\langle O\rangle\right]=\langle D\rangle+2\,\mathrm{cov}(E_L,O). \tag{6}$$

For real $\psi$ and $\psi_p$ in the domain where $H$ is hermitian,

$$\langle D\rangle=\frac1N\left[\int\psi H\psi_p-\int\psi_pH\psi\right]=0, \tag{7}$$

$$\frac{dE}{dp}=2\,\mathrm{cov}(E_L,O)=2\langle ab\rangle,\qquad a=E_L-E,\quad b=O-\langle O\rangle. \tag{8}$$

The kink $\psi=e^{-p|x|}$ with $V=x^2$ lies outside this domain. Adding a real antisymmetric matrix $A$ to $H$ gives

$$\langle D\rangle=\frac{2\,\psi^{T}A\psi_p}{N}. \tag{9}$$

For complex $\psi$, with weight $|\psi|^2/N$,

$$\langle D\rangle=\langle O\,(E_L^*-E_L)\rangle=-2i\,\langle O\,\mathrm{Im}E_L\rangle, \tag{13}$$

$$\frac{dE}{dp}=2\,\mathrm{Re}\,\langle O^*(E_L-E)\rangle=2\langle\mathrm{Re}\,O\,(\mathrm{Re}E_L-E)\rangle+2\langle\mathrm{Im}\,O\,\mathrm{Im}E_L\rangle. \tag{14}$$

Overbars denote means over $M$ independent points, $\mathbb E$ the average over repeated samples, and $c=\langle ab\rangle$. The plain sample covariance

$$S=\overline{E_LO}-\overline{E_L}\;\overline{O} \tag{15}$$

has $\mathbb E\,S=(1-1/M)c$. With $T_1=\overline{ab}$ and $T_2$ the mean of $a_ib_j$ over $i\ne j$, the covariance form is

$$G=\frac{2M}{M-1}S=2(T_1-T_2),\qquad \mathbb E\,G=2c=\frac{dE}{dp}, \tag{17}$$

$$\mathrm{var}\,G=\frac{\sigma_{\rm cov}^2}{M}+\frac{4\left(\langle a^2\rangle\langle b^2\rangle+c^2\right)}{M(M-1)},\qquad \sigma^2_{\rm cov}=\mathrm{var}(2ab)=4\left(\langle a^2b^2\rangle-c^2\right), \tag{18}$$

if the moments are finite. At an eigenstate $\psi(p_0)$ of energy $E_0$, every set of points gives

$$S=E_0\overline O-E_0\overline O=0. \tag{19}$$

Subscript 0 on $D,O,b$ means at $p_0$, where $\psi_p=\sum_nc_n\phi_n$ in orthonormal eigenfunctions of energies $E_n$. The direct form $G_{\rm dir}=G+\overline D$ and the naive form $G_{\rm naive}=2\overline{E_LO}-2E\langle O\rangle$ have variances per sample $\sigma^2_{\rm dir}$ and $\sigma^2_{\rm naive}$:

$$\sigma^2_{\rm dir}=\mathrm{var}(D+2ab)=\mathrm{var}\,D+2\,\mathrm{cov}(D,2ab)+\sigma^2_{\rm cov}, \tag{20}$$

$$G_{\rm naive}=\overline{2ab+2Eb+2\langle O\rangle a},\qquad \sigma^2_{\rm naive}(p_0)=4E_0^2\,\mathrm{var}\,O. \tag{22}$$

At fixed $M$, Newton steps with the direct form stall. The mixture $G+\lambda\overline D$ has least variance per sample at

$$\lambda^*=-\frac{\mathrm{cov}(D,2ab)}{\mathrm{var}\,D}. \tag{23}$$

### Approach to the eigenstate

Let $p=p_0+\delta$ and assume that $a$, $b$ and the weight can be expanded in $\delta$ with remainders whose moments stay finite. Since $a=0$ and $dE/dp=0$ at $p_0$, and $\partial_pa=D-dE/dp$, the expansion starts as $a=\delta D_0+O(\delta^2)$. In $2\langle ab\rangle$ and $\mathrm{var}(2ab)$ the changes of $b$ and of the weight enter one order higher, because they multiply an $a$ that is already small. To leading order,

$$\frac{dE}{dp}=\delta\,E'',\qquad E''=2\langle D_0b_0\rangle,\qquad \sigma^2_{\rm cov}=\delta^2\,\mathrm{var}(2D_0b_0). \tag{24}$$

Because $\langle D_0\rangle=0$, $\langle D_0b_0\rangle=\langle D_0O_0\rangle=N^{-1}\int\psi_p(H-E_0)\psi_p$, so $E''=2N^{-1}\sum_nc_n^2(E_n-E_0)$, which is non-negative for the ground state. The term $D$ that contributes nothing to the mean gradient thus fixes the curvature through its correlation with $O$. Signal and noise are both linear in $\delta$, and their ratio per sample tends to

$$r=\frac{|E''|}{\sqrt{\mathrm{var}(2D_0b_0)}}. \tag{25}$$

Consider a Newton step $\delta\to\delta-G/E''$ with the exact curvature, in the regime where (24) holds and $M$ is large. The new $\delta$ is minus the noise of $G$ divided by $E''$. With the covariance form its standard deviation is $|\delta|/(r\sqrt M)$, so repeated steps at a fixed $M$ well above $1/r^2$ contract the error geometrically. With the direct form it is $\sqrt{\mathrm{var}D_0}/(|E''|\sqrt M)$ whatever the starting $\delta$, which is the stall described at the start. The contraction needs a trial family that contains the eigenstate; otherwise $\sigma_{\rm cov}$ stays finite at the minimum and the covariance form has a floor too.

### Parameters that move a node

The assumption of finite moments fails when $p$ shifts a node of a function that is not an eigenstate. In one dimension let $\psi$ have a simple zero at $x_0$ and put $d=x-x_0$. Then $\psi\approx\psi'd$, $a\approx(H\psi)/(\psi'd)$ and $b\approx\psi_p/(\psi'd)$, with $\psi'$, $H\psi$ and $\psi_p$ taken at $x_0$. The weight is $\psi'^2d^2/N$. The integrand of the mean, $2ab\,\psi^2/N$, tends to the finite value $2(H\psi)\psi_p/N$, and $\langle a^2\rangle$, $\langle b^2\rangle$ are finite for the same reason. The integrand of the second moment behaves as $4(H\psi)^2\psi_p^2/(\psi'^2Nd^2)$. Using $\int_{|d|>\epsilon}d^{-2}\,\mathrm dd\approx2/\epsilon$,

$$\langle(2ab)^2\rangle_{|d|>\epsilon}=\frac{K}{\epsilon}+O(1),\qquad K=\frac{8\,(H\psi)^2\psi_p^2}{\psi'^2N}\bigg|_{x_0}. \tag{26}$$

The next term of the integrand goes as $1/d$, is odd and cancels between the two sides, so the correction is of order one, with no logarithm. The variance $\sigma_{\rm cov}^2$ is infinite while $G$ remains unbiased. Since $|2ab|\propto d^{-2}$ and the probability of $|d|<\epsilon$ scales as $\epsilon^3$, the probability that $|2ab|$ exceeds $t$ falls as $t^{-3/2}$, and a sample variance gives no valid error bar. In more dimensions $d$ is the distance from the nodal surface and $K$ becomes an integral over that surface. The coefficient vanishes if $\psi_p=0$ on the node, as for a parameter in a positive factor that multiplies $\psi$, or if $H\psi=0$ there, as at an eigenstate. For a node-moving parameter the variance is therefore zero at $\delta=0$ by (19) and infinite at small $\delta\ne0$ whenever $H\psi$ is nonzero at the node, with $K\propto\delta^2$; equations (24) and (25) for the variance do not apply. The direct form does not escape: by (4), $D\approx-ab$ near the node, so $\mathrm{var}\,D$ and $\sigma^2_{\rm dir}$ diverge as $K/(4\epsilon)$. The $d^{-2}$ terms cancel in $2ab+2D=2(H-E)\psi_p/\psi-2\langle O\rangle a$, which grows only as $1/d$, so the unbiased estimator $G+2\overline D$ has finite variance for such a parameter, at the price of a variance $4\langle D_0^2\rangle$ that does not vanish at the eigenstate.

For $V=x^2$ take $\psi=(x-s)\phi$ with $\phi=e^{-x^2/2}$. The functions $\phi$ and $x\phi$ are eigenfunctions with energies 1 and 3 Ry and squared norms $\sqrt\pi$ and $\sqrt\pi/2$. Hence $H\psi=(3x-s)\phi$, $N=\sqrt\pi(\tfrac12+s^2)$, $E=(\tfrac32+s^2)/(\tfrac12+s^2)$ and $dE/ds=-2s/(\tfrac12+s^2)^2$. At the node $H\psi=2s\phi$, $\psi_s=-\phi$ and $\psi'=\phi$, so $K=32s^2e^{-s^2}/N$. For $s=0.3$ bohr, $E=1.59/0.59=2.694915$ Ry and $dE/ds=-0.6/0.59^2=-1.723643$ Ry/bohr, which the covariance reproduces, and $K=2.51698$ Ry²/bohr. The truncated moments for $\epsilon=10^{-2},10^{-3},10^{-4}$ bohr are $248.348$, $2513.615$ and $25166.396$ Ry²/bohr². The products $\epsilon\times$moment, $2.48348$, $2.51361$ and $2.51664$, fall short of $K$ by $0.0335$, $0.0034$ and $0.0003$, linearly in $\epsilon$ as (26) requires. At $s=0$ the function is the first excited state, a maximum of $E(s)$, and the local energy is constant.

### Example: the harmonic oscillator

Take the model $V=x^2$ (force coefficient 1 Ry/bohr²) and $\psi=e^{-px^2/2}$, with $p$ in bohr⁻². From $\psi''=(p^2x^2-p)\psi$,

$$E_L=p+(1-p^2)x^2,\qquad O=-\tfrac12x^2,\qquad D=1-2px^2. \tag{27}$$

The density $e^{-px^2}$ is Gaussian with $\langle x^2\rangle=1/(2p)$. Put $x^2=z^2/(2p)$ with $z$ standard normal, and $y=z^2-1$. From $\langle z^2\rangle,\langle z^4\rangle,\langle z^6\rangle,\langle z^8\rangle=1,3,15,105$ the binomial expansion gives $\langle y\rangle=0$, $\langle y^2\rangle=3-2+1=2$, $\langle y^3\rangle=15-9+3-1=8$ and $\langle y^4\rangle=105-60+18-4+1=60$. With $s=1-1/p^2$ (unrelated to the node position above), $E=p+(1-p^2)/(2p)=(p+1/p)/2$ and

$$a=\frac{1-p^2}{2p}\,y=-\frac{ps}{2}\,y,\qquad b=-\frac{y}{4p},\qquad D=-y,\qquad 2ab=\frac s4\,y^2. \tag{28}$$

So $\langle D\rangle=0$, $\mathrm{var}D=2$ for every $p$, and $2\langle ab\rangle=s/2$, which is the derivative of $(p+1/p)/2$. With $\mathrm{var}(y^2)=60-4=56$ and $\mathrm{cov}(y,y^2)=8$, one has $\mathrm{cov}(D,2ab)=-2s$, and (18) and (20) give

$$\sigma^2_{\rm cov}=\frac{56s^2}{16}=\frac72s^2,\qquad \sigma^2_{\rm dir}=2-4s+\frac72s^2. \tag{29}$$

For the naive form, $\langle O\rangle=-1/(4p)$, so $2Eb=-\tfrac14(1+p^{-2})y=-\tfrac14(2-s)y$ and $2\langle O\rangle a=\tfrac s4y$. Their sum is $-\tfrac12(1-s)y$, and the variance of $\tfrac s4y^2-\tfrac12(1-s)y$ is

$$\sigma^2_{\rm naive}=\frac72s^2-2\cdot\frac s4\cdot\frac{1-s}2\cdot8+\frac{(1-s)^2}{4}\cdot2=\frac12-3s+6s^2. \tag{30}$$

Quadrature gives the following values, with the gradient in Ry bohr² and variances in Ry² bohr⁴.

| $p$ | $E$ (Ry) | $2\,\mathrm{cov}$ | $\sigma^2_{\rm cov}$ | $\sigma^2_{\rm dir}$ | $\sigma^2_{\rm naive}$ |
|---|---|---|---|---|---|
| 1.00 | 1.000000 | 0.000000 | 0.000000 | 2.000000 | 0.500000 |
| 1.05 | 1.001190 | 0.046485 | 0.030252 | 1.658370 | 0.272950 |
| 1.20 | 1.016667 | 0.152778 | 0.326775 | 1.104552 | 0.143519 |
| 1.60 | 1.112500 | 0.304688 | 1.299683 | 0.862183 | 0.899902 |

At $p=1.2$, $s=2\times0.152778=0.305556$ and $s^2=0.093364$. Then $\sigma^2_{\rm cov}=3.5\times0.093364=0.32677$, $\sigma^2_{\rm dir}=2-1.22222+0.32677=1.10455$ and $\sigma^2_{\rm naive}=0.5-0.91667+0.56019=0.14352$, matching the third row. The program asserts (29) and the agreement of the covariance with a finite difference of the energy at all four values of $p$; it asserts the naive variance only at $p=1$, where (22) gives $4\times1^2\times2/16=0.5$.

The table shows that the covariance form loses its lead as $p$ grows beyond its exact value. By (29), $\sigma^2_{\rm dir}<\sigma^2_{\rm cov}$ when $s>\tfrac12$, that is $p>\sqrt2$; the program locates the crossing at $p=1.414214$ bohr⁻². The naive form is already lower at $p=1.2$. By (30), $\sigma^2_{\rm naive}-\sigma^2_{\rm cov}=\tfrac12-3s+\tfrac52s^2=\tfrac52(s-\tfrac15)(s-1)$, negative for $s>\tfrac15$, or $p^2>\tfrac54$. In both cases a term linear in $y$ with negative coefficient cancels part of the fluctuation of $\tfrac s4y^2$. For $p<1$, where $s<0$, the cross terms change sign and the covariance form is the lowest of the three. The best mixture (23) has $\lambda^*=s$ and variance $\tfrac72s^2-4s^2+2s^2=\tfrac32s^2$ in this model.

The signal-to-noise ratio of the covariance form is $(|s|/2)/(|s|\sqrt{7/2})=1/\sqrt{14}=0.267261$ for every $p\ne1$; its independence of $p$ beyond leading order arises because $p$ only rescales the coordinate of an exact eigenfunction in a power-law potential, so that $a$ and $b$ are $p$-dependent factors times fixed functions of the scaled coordinate. The hydrogen atom with $\psi=e^{-pr}$ behaves the same way, with ratio $1/\sqrt6$; a general parameter does not. It agrees with (24), where $E''=2\langle y^2/4\rangle=1$ and $\mathrm{var}(y^2/2)=14$. A standard error of one tenth of the gradient needs $M=14/0.1^2=1400$ samples.

Sampling with 10000 blocks of $M=200$ independent points confirms the variances. The second term of (18), times $M$, is here $s^2/[2(M-1)]$, a fraction $1/[7(M-1)]$ of $\sigma^2_{\rm cov}$, below 0.1%. At $p=1$, $M\,\mathrm{var}\,G=4.6\times10^{-31}$, which is rounding noise, and $M\,\mathrm{var}\,G_{\rm dir}=1.9974$ against 2. At $p=1.2$ the values are $0.3241$ and $1.1032$ against $0.3268$ and $1.1046$. The mean of $G$ is $0.15326$ against $0.15278$; the difference of $0.0005$ is 1.2 times the standard error $\sqrt{0.3241/(2\times10^6)}=0.0004$.

### Example: a hydrogen chain in determinant space

A linear H₄ chain with spacing 2.0 bohr in the STO-3G basis has four orbitals. With two electrons of each spin there are $6\times6=36$ determinants of symmetrically (Löwdin) orthogonalized atomic orbitals, and these serve as the configurations $n$. All averages are exact sums, and an eigenstate is available by diagonalization. The restricted Hartree-Fock energy is $-4.150486$ Ry and the full configuration-interaction (FCI) energy is $-4.302014$ Ry ($-58.53$ eV). These are properties of the minimal-basis Hamiltonian, and the digits serve the comparison of formulas, not the description of the real molecule: in the cc-pVDZ basis the two energies are $-4.306$ and $-4.486$ Ry ($-61.04$ eV), so the FCI value falls by $0.18$ Ry ($2.5$ eV) and the gap between RHF and FCI grows from $0.152$ to $0.180$ Ry. The trial functions carry a Gutzwiller factor,

$$\psi(n;g)=e^{-g\,n_d(n)}\,\Phi(n),\qquad O=-n_d, \tag{31}$$

where $n_d$ counts doubly occupied orbitals and $g$ is dimensionless. The smallest amplitudes of the normalized $\Phi$ are $0.039$ (RHF) and $0.012$ (FCI), so every configuration has a nonzero probability of being sampled.

With $\Phi$ the RHF determinant and $g=0.2$, $E=-4.251844$ Ry, and both the covariance and a finite difference of the Rayleigh quotient give $dE/dg=-0.295478$ Ry. The program forms $D$ as a central difference of $E_L$ with step $h$ and finds $\langle D\rangle\sim10^{-12}$ Ry. No step-size error appears, because $\sum_n\psi^2E_L(g\pm h)=(\psi e^{\pm hn_d})^TH(\psi e^{\mp hn_d})$ and the two signs give the same number for symmetric $H$. The variances per sample are $\sigma^2_{\rm cov}=0.199$, $\sigma^2_{\rm dir}=3.058$ and $\sigma^2_{\rm naive}=26.83$ Ry². Enumerating all $36^3$ samples of size $M=3$ with their probabilities tests (17) and (18) without statistical error. The mean of $2S$ is $-0.196985$ Ry, which is $\tfrac23\times(-0.295478)$, and $\mathrm{var}\,G=0.108146$ Ry² from both the enumeration and the formula. Of this, $0.1988/3=0.0663$ is the first term of (18) and the remaining $0.0419$ the second, which is not negligible at so small an $M$.

The same state tests the two conditions on (7). Adding a random antisymmetric matrix gives $\langle D\rangle=-0.241479$ Ry, equal to (9). Since $\psi^TA\psi=0$ leaves $E(g)$ unchanged, (6) shows that the covariance then misses the gradient by this amount. Replacing $g$ by $\kappa g$ with $\kappa=1+0.5i$ makes $\psi$ complex and $O=-\kappa n_d$. Equation (14) gives $-0.193439$ Ry, in agreement with the finite difference, and $\langle D\rangle=0.103507-0.207014\,i$ Ry, in agreement with (13). That equation makes $\langle D\rangle$ a real multiple of $i\kappa=-0.5+i$, and the ratio of real to imaginary part is indeed $-\tfrac12$.

The covariance vanishes at $g=0.34446$, the point also found by direct minimization of the energy. There $E=-4.272945$ Ry, which is $0.029069$ Ry ($0.40$ eV) above FCI and recovers $0.122459/0.151528=81\%$ of the difference between RHF and FCI. The gradient is zero but the state is not an eigenstate: $\mathrm{var}\,E_L=0.0698$ Ry² and $\sigma^2_{\rm cov}=0.109$ Ry². This is about 24 times smaller than $\sigma^2_{\rm dir}=2.643$ Ry², and it is not zero.

With $\Phi$ the FCI vector, $g=0$ is an eigenstate. Now $\mathrm{var}\,E_L$ and $\sigma^2_{\rm cov}$ are of order $10^{-29}$ Ry², the level of rounding, while $\sigma^2_{\rm dir}=2.862$ Ry². The naive variance follows from (22) with $\mathrm{var}\,O=0.396873$: $4\times4.302014^2\times0.396873=29.380$ Ry². In 20000 sampled blocks of $M=100$ the largest $|G|$ is $6\times10^{-15}$ Ry, and $M\,\mathrm{var}\,G_{\rm dir}=2.865$ Ry².

Equation (24) gives $E''=2.029976$ Ry, equal to a second difference of the energy, and $\mathrm{var}(2D_0b_0)=5.33751$ Ry². For $g=0.1,\ 0.01,\ 0.001$ the ratio $2\,\mathrm{cov}/g$ is $1.949240$, $2.022852$, $2.029274$ Ry and $\sigma^2_{\rm cov}/g^2$ is $5.21161$, $5.32292$, $5.33604$ Ry². Between the two smaller values of $g$ the deviations from the limits fall by a factor of ten, from $0.0071$ to $0.0007$ Ry and from $0.0146$ to $0.0015$ Ry², as relative corrections of order $g$ should. The limiting ratio (25) is $r=2.029976/\sqrt{5.33751}=0.87866$. At $g=0.001$ the covariance form has $\sigma^2_{\rm cov}=5.336\times10^{-6}$ Ry² and the direct form $2.859$ Ry², so the direct form needs $5.4\times10^5$ times as many samples for the same error in the gradient. After a Newton step the standard deviation of $g$ is $|g|/(0.879\sqrt M)$ with the first and $\sqrt{2.862}/(2.030\sqrt M)=0.83/\sqrt M$ with the second.

The program that performs these checks, and its output, follow.

## Numbers as computed

```
Oscillator V=x^2 Ry; p bohr^-2, E Ry, grad Ry bohr^2, var Ry^2 bohr^4
p=1.00 E=1.000000 2cov=-0.000000 finite diff=-0.000000 var D=2.0000
   var cov=0.000000 dir=2.000000 naive=0.500000
p=1.05 E=1.001190 2cov=0.046485 finite diff=0.046485 var D=2.0000
   var cov=0.030252 dir=1.658370 naive=0.272950
p=1.20 E=1.016667 2cov=0.152778 finite diff=0.152778 var D=2.0000
   var cov=0.326775 dir=1.104552 naive=0.143519
p=1.60 E=1.112500 2cov=0.304688 finite diff=0.304687 var D=2.0000
   var cov=1.299683 dir=0.862183 naive=0.899902
crossover p=1.414214 bohr^-2, signal/noise per sample=0.267261
sampling: 10000 blocks of M=200
p=1.0 mean cov=0.00000 M*var cov=4.648e-31 M*var dir=1.9974
p=1.2 mean cov=0.15326 M*var cov=3.241e-01 M*var dir=1.1032
kink p=1.5 bohr^-1: <D>=-3.000000 2cov=-0.296296 true=2.703704 Ry bohr
node s=0.3 bohr: E=2.694915 Ry, 2cov=-1.723643 Ry/bohr, coefficient=2.51698 Ry^2/bohr
   eps=1e-02 bohr: moment=248.348 Ry^2/bohr^2, eps*moment=2.48348
   eps=1e-03 bohr: moment=2513.615 Ry^2/bohr^2, eps*moment=2.51361
   eps=1e-04 bohr: moment=25166.396 Ry^2/bohr^2, eps*moment=2.51664
H4 spacing 2.0 bohr STO-3G, 36 determinants; g dimensionless, var in Ry^2
E RHF=-4.150486 Ry, E FCI=-4.302014 Ry (-58.5319 eV)
smallest |amplitude|: RHF 0.03911, FCI 0.01170
RHF*J g=0.2: E=-4.251844 Ry, 2cov=-0.295478 Ry, <D>=2.1e-12 Ry
   var EL=9.680e-02 cov=1.988e-01 dir=3.05753 naive=26.8347
   finite difference=-0.295478 Ry
   M=3: mean plain=-0.196985 Ry, var unbiased=0.108146 (formula 0.108146)
   with antisymmetric part: <D>=-0.241479 Ry (formula -0.241479)
   complex factor (1+0.5j): gradient=-0.193439 Ry, <D>=0.103507-0.207014i Ry
RHF*J optimum g=0.34446: E=-4.272945 Ry, 2cov=0.000000 Ry, <D>=-4.5e-13 Ry
   var EL=6.976e-02 cov=1.087e-01 dir=2.64269 naive=30.3455
   E-E FCI=0.029069 Ry (0.3955 eV)
FCI*J g=0: E=-4.302014 Ry, 2cov=-0.000000 Ry, <D>=1.3e-12 Ry
   var EL=1.299e-29 cov=4.835e-29 dir=2.86194 naive=29.3803
   var O=0.396873
   20000 blocks, M=100: max|cov est|=6.3e-15 Ry, M*var dir=2.86527
   E''=2.029976 Ry (finite diff 2.029976), limit var cov/g^2=5.33751
   g=0.1: 2cov/g=1.949240 Ry, var cov/g^2=5.21161, dir=2.56944
   g=0.01: 2cov/g=2.022852 Ry, var cov/g^2=5.32292, dir=2.83582
   g=0.001: 2cov/g=2.029274 Ry, var cov/g^2=5.33604, dir=2.85936
   limiting signal/noise per sample=0.87866
```
